# Weibull slope and dielectric thickness in the cell-percolation model of breakdown: test program

```python
"""
Cell-percolation model of dielectric breakdown.
Result under test: for N columns of n cells, with mean defect number per cell
x = (t/tau)**alpha, the breakdown time has F = 1-(1-lam**n)**N, lam = 1-exp(-x),
and its Weibull slope tends to alpha*n = alpha*thickness/cell_edge when
N**(-1/n) is small. For thick layers the slope grows more slowly.
Symbols: lam = probability that a cell is filled, q = lam**n = probability that
a column is complete, x63 and t63 = values at failure fraction 1-1/e.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.ndimage import label
from scipy.optimize import brentq

rng = np.random.default_rng(20)

# Chosen example parameters
cell_nm = 1.0
alpha = 0.4
tau_s = 1.0e5
gate_length_um, gate_width_um = 1.0, 100.0
columns = gate_length_um * gate_width_um * 1e6 / cell_nm**2
field_MVcm = 5.0
temperature_K = 150.0 + const.zero_Celsius


def x_at_hazard(hazard, n, N):
    """Mean defects per cell at which -ln(1-F) equals hazard."""
    q = -np.expm1(-hazard / N)
    return -np.log(-np.expm1(np.log(q) / n))


def hazard_at_x(x, n, N):
    lam = -np.expm1(-x)
    return -N * np.log1p(-lam**n)


def local_slope(x, n, N):
    """Derived slope d ln(-ln(1-F)) / d ln t."""
    q = (-np.expm1(-x))**n
    return alpha * n * q / ((1 - q) * -np.log1p(-q)) * x / np.expm1(x)


def difference_slope(hazard_of_log_time, log_time, step=1e-4):
    up = np.log(hazard_of_log_time(log_time + step))
    down = np.log(hazard_of_log_time(log_time - step))
    return (up - down) / (2 * step)


def weibull_fit_slope(log_times):
    """Maximum-likelihood Weibull slope of a sample."""
    y = log_times - log_times.max()

    def score(k):
        w = np.exp(k * y)
        return (w * y).sum() / w.sum() - 1 / k - y.mean()
    return brentq(score, 0.05, 60)


# --- Random defects dropped one by one into a small lattice ---
small_N, samples = 400, 4000
simulation = []
for n in (2, 3, 4):
    cells = small_N * n
    x_break = np.empty(samples)
    for s in range(samples):
        hits = rng.integers(0, cells, size=cells)
        arrival = np.cumsum(rng.exponential(size=cells)) / cells
        first = np.full(cells, np.inf)
        first[hits[::-1]] = arrival[::-1]   # earliest arrival is written last
        x_break[s] = first.reshape(small_N, n).max(axis=1).min()
    assert np.isfinite(x_break).all()
    x_sorted = np.sort(x_break)
    model = -np.expm1(-hazard_at_x(x_sorted, n, small_N))
    ranks = np.arange(samples + 1) / samples
    distance = max(np.abs(model - ranks[1:]).max(),
                   np.abs(model - ranks[:-1]).max())
    assert distance < 1.95 / np.sqrt(samples)   # 0.1 % significance level
    fitted = weibull_fit_slope(np.log(x_break) / alpha)
    derived = local_slope(x_at_hazard(1.0, n, small_N), n, small_N)
    # sampling error about 1.3 %, plus curvature of the Weibull plot
    assert abs(fitted / derived - 1) < 0.06
    simulation.append((n, fitted, derived, distance))

# --- Local slope against finite differences, also where q is not small ---
for n, N in ((2, 5), (4, columns), (8, columns), (50, columns)):
    x = x_at_hazard(1.0, n, N)
    numeric = difference_slope(
        lambda y: hazard_at_x(np.exp(alpha * y), n, N), np.log(x) / alpha)
    assert abs(numeric / local_slope(x, n, N) - 1) < 1e-5

# --- Convergence to the Weibull law: error proportional to N**(-1/n) ---
scaled_time = np.linspace(0.05, 4, 400)
errors = []
for N in (1e9, 1e12):
    x = scaled_time**alpha * N**(-1 / 3)
    exact = -np.expm1(-hazard_at_x(x, 3, N))
    errors.append(np.abs(exact + np.expm1(-scaled_time**(3 * alpha))).max())
error_ratio = errors[1] / errors[0]
assert abs(error_ratio / 0.1 - 1) < 0.05

# --- Thick limit, n much larger than ln N ---
n_huge = 1e6
thick_exact = local_slope(x_at_hazard(1.0, n_huge, columns), n_huge, columns)
log_N = np.log(columns)
thick_law = alpha * log_N * np.log(n_huge / log_N)
assert abs(thick_exact / thick_law - 1) < 1e-3

# --- Thickness series ---
series = []
for thickness in (4.0, 6.0, 8.0, 10.0, 12.0, 50.0):
    n = thickness / cell_nm
    x = x_at_hazard(1.0, n, columns)
    series.append((thickness, -np.expm1(-x), alpha * n,
                   local_slope(x, n, columns), tau_s * x**(1 / alpha)))

# --- Reference layer: area scaling and low-failure extrapolation ---
d_nm = 8.0
n_ref = d_nm / cell_nm
x63 = x_at_hazard(1.0, n_ref, columns)
t63 = tau_s * x63**(1 / alpha)
ideal_slope = alpha * n_ref
slope_ref = local_slope(x63, n_ref, columns)
t_ppm = tau_s * x_at_hazard(-np.log1p(-1e-6), n_ref, columns)**(1 / alpha)
t_ppm_law = t63 * 1e-6**(1 / ideal_slope)
area_exact = (x_at_hazard(1.0, n_ref, 100 * columns) / x63)**(1 / alpha)
area_law = 100**(-1 / ideal_slope)
assert abs(np.log(t_ppm / t63) / np.log(t_ppm_law / t63) - 1) < 0.05
assert abs(np.log(area_exact) / np.log(area_law) - 1) < 0.06

# --- Sideways-linked chains: cluster labelling on a 24 x 24 x 3 lattice ---
side, depth = 24, 3
step_matrix = np.eye(side) + np.eye(side, k=1) + np.eye(side, k=-1)
chains = np.linalg.matrix_power(step_matrix, depth - 1).sum()**2


def linked_failure(lam, batches=10, batch=2000):
    failed = 0
    for _ in range(batches):
        filled = rng.random((batch, side + 1, side, depth)) < lam
        filled[:, side] = False             # empty wall between samples
        tags, count = label(filled.reshape(-1, side, depth),
                            structure=np.ones((3, 3, 3)))
        at_bottom = np.zeros(count + 1, bool)
        at_bottom[tags[:, :, -1]] = True
        at_bottom[0] = False
        spans = at_bottom[tags[:, :, 0]].reshape(batch, -1).any(axis=1)
        failed += spans.sum()
    return failed / (batches * batch)


lam_low, lam_high = 0.01, 0.02
F_low, F_high = linked_failure(lam_low), linked_failure(lam_high)
linked_power = np.log(np.log1p(-F_high) / np.log1p(-F_low)) / np.log(2)
F_low_count = -np.expm1(-chains * lam_low**depth)
# overlapping and longer chains correct the count at relative order 10*lam
assert abs(F_low / F_low_count - 1) < 0.2
assert abs(linked_power - depth) < 0.3
lam_linked = (columns * 9**(n_ref - 1))**(-1 / n_ref)
linked_time_ratio = (-np.log1p(-lam_linked) / x63)**(1 / alpha)

# --- As-grown defects ---
grown_cm3 = 1e18
x_grown = grown_cm3 * 1e-21 * cell_nm**3
grown_slopes = []
for n in (4.0, n_ref):
    x = x_at_hazard(1.0, n, columns)
    derived = local_slope(x, n, columns) * (1 - x_grown / x)
    numeric = difference_slope(
        lambda y: hazard_at_x(x_grown + np.exp(alpha * y), n, columns),
        np.log(x - x_grown) / alpha)
    assert abs(numeric / derived - 1) < 1e-5
    grown_slopes.append(derived)
dead_at_start = -np.expm1(-hazard_at_x(x_grown, 4.0, columns))

# --- Roughness: a tenth of columns one cell thinner, a tenth one thicker ---
lengths = n_ref + np.array([-1.0, 0.0, 1.0])
weights = np.array([0.1, 0.8, 0.1])


def rough_hazard(x):
    return (weights * hazard_at_x(x, lengths, columns)).sum()


x_rough = brentq(lambda x: rough_hazard(x) - 1, 1e-4, 1)
lam_rough = -np.expm1(-x_rough)
share = weights * lam_rough**lengths
rough_slope = (alpha * x_rough / np.expm1(x_rough)
               * (share * lengths).sum() / share.sum())
numeric = difference_slope(lambda y: rough_hazard(np.exp(alpha * y)),
                           np.log(x_rough) / alpha)
assert abs(numeric / rough_slope - 1) < 1e-4

# --- Device-to-device spread of thickness (fixed voltage) and temperature ---
field_factor = 4.0          # d ln(tau) / dE = -field_factor, cm/MV
thickness_spread = 0.01
activation_eV, temperature_spread = 0.7, 3.0
k_eV = const.k / const.e
spread_field = field_factor * field_MVcm * thickness_spread
spread_temp = activation_eV * temperature_spread / (k_eV * temperature_K**2)
intrinsic_std = np.pi / (np.sqrt(6) * slope_ref)
total_std = np.sqrt(intrinsic_std**2 + spread_field**2 + spread_temp**2)
count = 200000
fields = field_MVcm / (1 + thickness_spread * rng.standard_normal(count))
temps = temperature_K + temperature_spread * rng.standard_normal(count)
log_times = (np.log(x_at_hazard(rng.exponential(size=count), n_ref, columns))
             / alpha - field_factor * (fields - field_MVcm)
             + activation_eV / k_eV * (1 / temps - 1 / temperature_K))
# the Weibull plot is slightly curved, so the match is not perfect
assert abs(log_times.std() / total_std - 1) < 0.05
spread_slope = np.pi / (np.sqrt(6) * total_std)

# --- Field of charged defects at fixed voltage ---
permittivity = 9.0
defects_cm3 = x63 / (cell_nm**3 * 1e-21)
charge = const.e * defects_cm3 * 1e6
d_m = d_nm * 1e-9
defect_field = charge * d_m / (2 * permittivity * const.epsilon_0) / 1e8
points = 201
h = d_m / (points - 1)
laplace = (np.diag(-2 * np.ones(points - 2)) + np.eye(points - 2, k=1)
           + np.eye(points - 2, k=-1))
source = np.full(points - 2, -charge * h**2
                 / (permittivity * const.epsilon_0))
potential = np.concatenate(([0], np.linalg.solve(laplace, source), [0]))
edge_field = (-3 * potential[0] + 4 * potential[1] - potential[2]) / (2 * h)
assert abs(edge_field / 1e8 / defect_field - 1) < 1e-6
charged_fraction = 0.01 * field_MVcm / defect_field

# --- Tunnelling through the triangular barrier ---
barrier_eV, oxide_mass, emitter_mass = 2.1, 0.25, 0.2
F_SI = field_MVcm * 1e8
m_ox = oxide_mass * const.m_e


def wkb_exponent(energy_eV):
    height = (barrier_eV - energy_eV) * const.e
    return 4 * np.sqrt(2 * m_ox) * height**1.5 / (3 * const.hbar * const.e * F_SI)


width_nm = barrier_eV * const.e / (const.e * F_SI) * 1e9
action = quad(lambda z: 2 * np.sqrt(2 * m_ox * const.e * max(
    barrier_eV - F_SI * z * 1e-9, 0.0)) / const.hbar * 1e-9, 0, width_nm)[0]
assert abs(action / wkb_exponent(0.0) - 1) < 1e-5
assert width_nm < d_nm
prefactor = (const.e * emitter_mass * const.m_e * const.e**2
             / (2 * np.pi**2 * const.hbar**3) / 1e4)
base = wkb_exponent(0.0)
kT = k_eV * temperature_K
cold = quad(lambda e: -e * np.exp(base - wkb_exponent(e)), -1.5, 0)[0]
warm = quad(lambda e: kT * np.logaddexp(0, -e / kT)
            * np.exp(base - wkb_exponent(e)), -1.5, barrier_eV,
            points=[0.0], limit=200)[0]
J_cold = prefactor * np.exp(-base) * cold
J_warm = prefactor * np.exp(-base) * warm
J_closed = (const.e**3 * F_SI**2 * emitter_mass
            / (16 * np.pi**2 * const.hbar * barrier_eV * const.e * oxide_mass)
            * np.exp(-base) / 1e4)
assert abs(J_cold / J_closed - 1) < 0.1     # closed form linearises the exponent
area_cm2 = gate_length_um * gate_width_um * 1e-8
voltage = field_MVcm * d_nm / 10

# --- Output ---
print(f"Cell edge {cell_nm:.1f} nm; growth exponent alpha {alpha:.2f}; tau {tau_s:.1e} s")
print(f"Gate {gate_length_um:.0f} um x {gate_width_um:.0f} um; columns N {columns:.2e}; ln N {log_N:.2f}")
print(f"Field {field_MVcm:.1f} MV/cm; temperature {temperature_K:.1f} K")
print(f"Random-drop simulation: N {small_N}, {samples} samples per thickness")
for n, fitted, derived, distance in simulation:
    print(f"  n {n}: fitted slope {fitted:.3f}, exact local slope {derived:.3f}, "
          f"alpha*n {alpha*n:.2f}, max CDF distance {distance:.4f}")
print(f"Weibull-limit error, n=3: N=1e9 {errors[0]:.2e}, N=1e12 {errors[1]:.2e}, ratio {error_ratio:.4f}")
print(f"Thick limit n=1e6: exact slope {thick_exact:.3f}, limiting law {thick_law:.3f}")
print("Thickness series at 63.2 % failure:")
for thickness, lam, ideal, exact, life in series:
    print(f"  d {thickness:.0f} nm: lambda {lam:.4f}, alpha*d/a {ideal:.2f}, "
          f"exact slope {exact:.3f}, ratio {exact/ideal:.3f}, t63 {life:.3e} s")
print(f"Reference layer {d_nm:.0f} nm: voltage {voltage:.1f} V, x63 {x63:.4f}, t63 {t63:.1f} s")
print(f"Time to 1 ppm failure: exact {t_ppm:.3f} s, Weibull with alpha*d/a {t_ppm_law:.3f} s")
print(f"Lifetime factor for 100 x area: exact {area_exact:.4f}, Weibull {area_law:.4f}")
print(f"Linked chains, 24x24x3 lattice: shortest chains {chains:.0f}")
print(f"  F at lambda {lam_low}: labelled {F_low:.4f}, chain count {F_low_count:.4f}")
print(f"  F at lambda {lam_high}: labelled {F_high:.4f}; power of lambda {linked_power:.3f} (n = {depth})")
print(f"  8 nm estimate: lambda {lam_linked:.4f}, t63 factor {linked_time_ratio:.2e}")
print(f"As-grown defects {grown_cm3:.1e} cm^-3: per cell {x_grown:.4f}")
print(f"  slope at 4 nm {grown_slopes[0]:.3f}, at 8 nm {grown_slopes[1]:.3f}")
print(f"  fraction of 4 nm devices failed at start {dead_at_start:.2e}")
print(f"Roughness (10 % of columns -1 cell, 10 % +1 cell): slope {rough_slope:.3f}")
print(f"Spread inputs: thickness {100*thickness_spread:.1f} %, field factor {field_factor:.1f} cm/MV")
print(f"  temperature {temperature_spread:.1f} K, activation energy {activation_eV:.2f} eV")
print(f"  std of ln t: intrinsic {intrinsic_std:.3f}, thickness {spread_field:.3f}, temperature {spread_temp:.3f}")
print(f"  total std {total_std:.3f} (sampled {log_times.std():.3f}); variance-equivalent slope {spread_slope:.3f}")
print(f"Defect density at t63 {defects_cm3:.3e} cm^-3; relative permittivity {permittivity:.1f}")
print(f"  edge field if all are charged {defect_field:.2f} MV/cm")
print(f"  charged fraction that shifts the field by 1 % {100*charged_fraction:.2f} %")
print(f"Tunnelling: barrier {barrier_eV:.1f} eV, oxide mass {oxide_mass:.2f} m_e, emitter mass {emitter_mass:.2f} m_e")
print(f"  barrier width {width_nm:.2f} nm, exponent {base:.2f}")
print(f"  current density: cold {J_cold:.2e} A/cm2, at temperature of use {J_warm:.2e} A/cm2")
print(f"  gate current {J_warm*area_cm2:.2e} A, power density {J_warm*voltage:.2e} W/cm2")
print(f"  charge passed by t63 {J_warm*t63:.2e} C/cm2")
print("PASS")
```

Output:

```
Cell edge 1.0 nm; growth exponent alpha 0.40; tau 1.0e+05 s
Gate 1 um x 100 um; columns N 1.00e+08; ln N 18.42
Field 5.0 MV/cm; temperature 423.1 K
Random-drop simulation: N 400, 4000 samples per thickness
  n 2: fitted slope 0.782, exact local slope 0.781, alpha*n 0.80, max CDF distance 0.0119
  n 3: fitted slope 1.128, exact local slope 1.116, alpha*n 1.20, max CDF distance 0.0089
  n 4: fitted slope 1.437, exact local slope 1.408, alpha*n 1.60, max CDF distance 0.0134
Weibull-limit error, n=3: N=1e9 5.80e-04, N=1e12 5.80e-05, ratio 0.1000
Thick limit n=1e6: exact slope 80.330, limiting law 80.329
Thickness series at 63.2 % failure:
  d 4 nm: lambda 0.0100, alpha*d/a 1.60, exact slope 1.592, ratio 0.995, t63 1.013e+00 s
  d 6 nm: lambda 0.0464, alpha*d/a 2.40, exact slope 2.343, ratio 0.976, t63 4.925e+01 s
  d 8 nm: lambda 0.1000, alpha*d/a 3.20, exact slope 3.034, ratio 0.948, t63 3.603e+02 s
  d 10 nm: lambda 0.1585, alpha*d/a 4.00, exact slope 3.665, ratio 0.916, t63 1.237e+03 s
  d 12 nm: lambda 0.2154, alpha*d/a 4.80, exact slope 4.241, ratio 0.884, t63 2.900e+03 s
  d 50 nm: lambda 0.6918, alpha*d/a 20.00, exact slope 10.487, ratio 0.524, t63 1.503e+05 s
Reference layer 8 nm: voltage 4.0 V, x63 0.1054, t63 360.3 s
Time to 1 ppm failure: exact 4.312 s, Weibull with alpha*d/a 4.805 s
Lifetime factor for 100 x area: exact 0.2237, Weibull 0.2371
Linked chains, 24x24x3 lattice: shortest chains 42436
  F at lambda 0.01: labelled 0.0377, chain count 0.0415
  F at lambda 0.02: labelled 0.2461; power of lambda 2.878 (n = 3)
  8 nm estimate: lambda 0.0146, t63 factor 7.31e-03
As-grown defects 1.0e+18 cm^-3: per cell 0.0010
  slope at 4 nm 1.434, at 8 nm 3.006
  fraction of 4 nm devices failed at start 9.98e-05
Roughness (10 % of columns -1 cell, 10 % +1 cell): slope 2.831
Spread inputs: thickness 1.0 %, field factor 4.0 cm/MV
  temperature 3.0 K, activation energy 0.70 eV
  std of ln t: intrinsic 0.423, thickness 0.200, temperature 0.136
  total std 0.487 (sampled 0.485); variance-equivalent slope 2.634
Defect density at t63 1.054e+20 cm^-3; relative permittivity 9.0
  edge field if all are charged 8.47 MV/cm
  charged fraction that shifts the field by 1 % 0.59 %
Tunnelling: barrier 2.1 eV, oxide mass 0.25 m_e, emitter mass 0.20 m_e
  barrier width 4.20 nm, exponent 20.79
  current density: cold 1.32e-02 A/cm2, at temperature of use 2.28e-02 A/cm2
  gate current 2.28e-08 A, power density 9.13e-02 W/cm2
  charge passed by t63 8.22e+00 C/cm2
PASS
```
